# Recovering Tip Forces from Frequency Shifts at Arbitrary Oscillation Amplitude

## A force that is linear across the swing

A cantilever of stiffness $k$ and effective mass $m$ vibrates at $\omega_0=\sqrt{k/m}$ when free. Near a surface the tip feels a force $F(z)$, positive when repulsive, where $z$ is the tip-sample distance. Suppose that $F$ is a straight line over the whole swing, with slope $F'$. The restoring stiffness is then $k-F'$, so $\omega^2=(k-F')/m$. For $|F'|\ll k$ the relative frequency shift is

$$\Omega\equiv\frac{\Delta f}{f_0}=\sqrt{1-\frac{F'}{k}}-1\approx-\frac{F'}{2k}.$$

This suggests an inversion. Let $d$ be the closest distance reached in a cycle, and record $\Omega(d)$ from far away, where $F=0$, inward. Since $F(d)=-\int_d^\infty F'(t)\,dt$,

$$F_{\rm naive}(d)=2k\int_d^\infty\Omega(t)\,dt .\tag{1}$$

The scheme assumes that the slope hardly changes over the swing $2A$, where $A$ is the amplitude. To see what happens otherwise, we need $\Omega$ for a curved force.

The mechanics is classical, so the equations read the same in atomic units as in any consistent set. Numbers are given in eV and Å.

## The frequency shift at any amplitude

Assume that $F$ is conservative, that a controller holds $A$ constant, and that the drive cancels the damping. With $q$ the deflection and $z_c$ the tip position at $q=0$,

$$m\ddot q+kq=F(z_c+q).$$

For weak forces the motion is nearly $q=A\cos\theta$ with $\theta=\omega t$. Multiply by $\cos\theta$ and average over a cycle. Since $\langle\cos^2\theta\rangle=\tfrac12$,

$$\tfrac12(k-m\omega^2)A=\langle F\cos\theta\rangle .$$

With $\omega=\omega_0(1+\Omega)$, to first order $m\omega^2=k(1+2\Omega)$, and the left side is $-kA\Omega$. The average over a cycle equals that over $0<\theta<\pi$. Setting $u=\cos\theta$ and $z_c=d+A$ gives Giessibl's integral,

$$\Omega(d)=-\frac{1}{\pi kA}\int_{-1}^{1}F\big(d+A(1+u)\big)\frac{u}{\sqrt{1-u^2}}\,du .\tag{2}$$

The static deflection and the higher harmonics are themselves of order $F/k$, so they change $\Omega$ at order $1/k^2$.

Because $-u/\sqrt{1-u^2}$ is the derivative of $\sqrt{1-u^2}$, which vanishes at both ends, integration by parts gives

$$\Omega(d)=-\frac{1}{\pi k}\int_{-1}^{1}F'\big(d+A(1+u)\big)\sqrt{1-u^2}\,du .\tag{3}$$

The shift thus measures a semicircle-weighted mean of the force gradient. As $\int_{-1}^1\sqrt{1-u^2}\,du=\pi/2$, a constant gradient returns $-F'/(2k)$.

In the opposite limit, $A$ is much larger than the range of the force, and only the neighbourhood of $u=-1$ contributes. Put $t-d=A(1+u)$, so that $du=dt/A$, $-u\approx1$ and $\sqrt{1-u^2}\approx\sqrt{2(t-d)/A}$. Then (2) becomes

$$\Omega(d)\approx\frac{1}{\sqrt2\,\pi kA^{3/2}}\int_d^\infty\frac{F(t)}{\sqrt{t-d}}\,dt .\tag{4}$$

## What the naive scheme does to an exponential

Take $F=Ce^{-\lambda z}$ and let $x=\lambda A$. The modified Bessel function has the representation $I_1(x)=\pi^{-1}\int_{-1}^1e^{xu}u(1-u^2)^{-1/2}du$. Replacing $u$ by $-u$ reverses the sign of the integral, which cancels the minus sign in (2):

$$\Omega(d)=\frac{C}{kA}\,T(x)\,e^{-\lambda d},\qquad T(x)=e^{-x}I_1(x).\tag{5}$$

Inserting this in (1) produces a factor $1/\lambda$, so

$$F_{\rm naive}(d)=\frac{2T(x)}{x}\,F(d).$$

For small $x$, $T\approx\frac x2(1-x)$, and the factor is $1-x$. The naive scheme therefore needs $\lambda A\ll1$. For large $x$, $T\approx1/\sqrt{2\pi x}$, and most of the force is lost.

A Morse force is a useful trial because it consists of two exponentials of opposite sign. From $U=D[e^{-2\kappa(z-\sigma)}-2e^{-\kappa(z-\sigma)}]$,

$$F=-U'=2\kappa D\left[e^{-2\kappa(z-\sigma)}-e^{-\kappa(z-\sigma)}\right].$$

Choose the round values $D=1$ eV, $\kappa=1.5$ Å$^{-1}$, $\sigma=2.5$ Å, $k=100$ eV/Å$^2$ (1602 N/m) and $f_0=30$ kHz. Setting $F'=0$ gives $e^{-\kappa(z-\sigma)}=\frac12$, hence $z=2.962$ Å. There the attractive term is $-1.5$ eV/Å, the repulsive term $+0.75$ eV/Å, and the force $-0.75$ eV/Å, or $-1.20$ nN.

At $A=1$ Å the two values of $x$ are 1.5 and 3, and $2T/x$ is about 0.292 and 0.131. The naive result is

$$-1.5(0.292)+0.75(0.131)\approx-0.34\ \text{eV/Å},$$

less than half the true force. The data are not at fault: with $d$ at the force minimum, (2) gives $-54.28$ Hz and the exact anharmonic motion with turning points at $d$ and $d+2A$ gives $-54.33$ Hz ($-54.39$ Hz if instead $z_c$ is held at $d+A$). A numerical test also confirms that this discrepancy falls as $1/k^2$.

## Repairing the factor: the Sader-Jarvis formula

The naive result for each exponential should be multiplied by $x/(2T)$. This correction tends to 1 for small $x$ and to $\frac x2\sqrt{2\pi x}=\sqrt{\pi/2}\,x^{3/2}$ for large $x$. It cannot be applied directly, because data do not arrive sorted into exponentials. Powers of $\lambda$, however, can be produced by integrals over the data. The Sader-Jarvis formula joins the two limits by

$$\frac{1}{T(x)}\approx\frac2x\left(1+\frac{\sqrt x}{8}+\sqrt{\frac\pi2}\,x^{3/2}\right).\tag{6}$$

The middle term is an interpolating choice; neither leading limit fixes it.

If $\Omega=\Omega_0e^{-\lambda d}$, then (5) gives $F=kA\,\Omega/T$. With (6) and $x=\lambda A$,

$$F\approx2k\left[\frac1\lambda+\frac{\sqrt A}{8\sqrt\lambda}+\sqrt{\frac\pi2}\,A^{3/2}\sqrt\lambda\right]\Omega .$$

The three powers follow from

$$\int_d^\infty e^{-\lambda t}dt=\frac{e^{-\lambda d}}{\lambda},\qquad
\int_d^\infty\frac{e^{-\lambda t}}{\sqrt{t-d}}\,dt=\sqrt{\frac\pi\lambda}\,e^{-\lambda d}.$$

The second integral divided by $\sqrt\pi$ supplies $\lambda^{-1/2}$. Replacing $\Omega$ by $-\Omega'$ multiplies by $\lambda$ and supplies $\lambda^{1/2}$. Since $\sqrt{\pi/2}/\sqrt\pi=1/\sqrt2$,

$$F(d)\approx2k\int_d^\infty\left[\left(1+\frac{\sqrt A}{8\sqrt{\pi(t-d)}}\right)\Omega(t)-\frac{A^{3/2}}{\sqrt{2(t-d)}}\,\Omega'(t)\right]dt .\tag{7}$$

No $\lambda$ remains, so by linearity (7) applies to any superposition of decaying exponentials (real part of $\lambda$ positive, so that the integrals converge). Each component is returned multiplied by

$$R(x)=\frac{2T(x)}{x}\left(1+\frac{\sqrt x}{8}+\sqrt{\frac\pi2}\,x^{3/2}\right).\tag{8}$$

On a dense scan of positive $x$, the largest departure of $R$ from 1 is $-4.6\%$, near $x=0.35$.

This percentage refers to one exponential, not to a difference of two. At $A=0.25$ Å the Morse factors are $R(\kappa A)=0.9543$ and $R(2\kappa A)=0.9734$. At the force minimum

$$F_{\rm SJ}=-1.5(0.9543)+0.75(0.9734)=-0.701\ \text{eV/Å}.$$

The error is 6.5% of the true force there, more than either component error, because the components partly cancel while carrying unequal factors (equal factors would leave the relative error unchanged). The point of zero force also moves. Setting $R(\kappa A)e^{-\kappa(z-\sigma)}=R(2\kappa A)e^{-2\kappa(z-\sigma)}$ gives

$$z-\sigma=\frac1\kappa\ln\frac{R(2\kappa A)}{R(\kappa A)},$$

which is 0.013 Å here. At the true zero a relative force error has no meaning.

## Removing the interpolation: the matrix method

The error of (7) does not vanish when the data are refined. To remove it, discretize (2) and solve the resulting equations. Let the data points be $z_i=z_0+ih$, with $2A=Mh$ for an integer $M$, and let $F$ have the constant value $F_j$ between $z_j$ and $z_j+h$. Define

$$u_m=-1+\frac{mh}{A},\qquad g_m=\sqrt{1-u_m^2}.$$

On each cell the kernel $-u/\sqrt{1-u^2}$ integrates to a difference of $g$, so

$$\Omega_i=\frac{1}{\pi kA}\sum_{m=0}^{M-1}w_mF_{i+m},\qquad w_m=g_{m+1}-g_m .\tag{9}$$

The integrable singularity at the turning point causes no trouble, since $w_0$ is finite and positive. The matrix is triangular: $\Omega_i$ depends on $F_i$ and on forces farther out. If $F=0$ beyond the last point, the solution proceeds inward,

$$F_i=\frac{1}{w_0}\left(\pi kA\,\Omega_i-\sum_{m=1}^{M-1}w_mF_{i+m}\right).\tag{10}$$

Assign $F_i$ to the cell midpoint $z_i+h/2$. For an exponential, (9) then replaces $T$ by $T_h=\pi^{-1}\sum_mw_me^{-\lambda(m+1/2)h}$. Collecting the coefficient of each $g_m$, with $g_0=g_M=0$, gives

$$T_h=\frac2\pi\sinh\frac{\lambda h}{2}\sum_{m=1}^{M-1}g_me^{-\lambda mh}.$$

By (3), the continuous response is $T=(\lambda/\pi)\int_0^{2A}g(s)e^{-\lambda s}ds$, where $s=A(1+u)$ and $g(s)=\sqrt{1-u^2}$. Thus $T_h$ is essentially a trapezoidal approximation to $T$. Near $s=0$, $g\approx\sqrt{2s/A}$, and the trapezoidal rule has a characteristic error at such an end. It follows from

$$\sum_{m=1}^N\sqrt m=\tfrac23N^{3/2}+\tfrac12N^{1/2}+\zeta(-\tfrac12)+O(N^{-1/2}),$$

whose constant, $\zeta(-\frac12)\approx-0.208$, belongs to the square-root end. Scaling by $h\sqrt{2h/A}$ gives the error there; the far end contributes the same amount times $e^{-2x}$. The sinh factor differs from $\lambda h/2$ by a relative $\lambda^2h^2/24$, which is of higher order. Dividing by $\int g\,e^{-\lambda s}ds=\pi T/\lambda$,

$$\frac{T_h}{T}-1\approx\zeta(-\tfrac12)\sqrt{\frac2A}\,h^{3/2}\left(1+e^{-2x}\right)\frac{\lambda}{\pi T}.\tag{11}$$

The recovered exponential carries the factor $T/T_h$, so for noiseless data its error vanishes as $h^{3/2}$. For the Morse force at $A=1$ Å, the largest error between 2.3 and 6.3 Å is 0.035, 0.013 and 0.0048 eV/Å for $h=0.04$, 0.02 and 0.01 Å. The last halving gives an observed order of 1.45. Two effects of similar size lower it from $\tfrac32$: the largest error lies at the innermost midpoint, $h/2$ beyond 2.3 Å, which moves into stronger force as $h$ shrinks, and the neglected sinh term of order $h^2$ opposes (11).

## What the matrix does to noise

The exact response has blind spots. For a ripple $e^{-iqz}$, $\lambda=iq$ and

$$|T(iqA)|=|I_1(iqA)|=|J_1(qA)|.$$

An undamped ripple with $qA$ at a zero of $J_1$ gives no frequency shift, because its contributions over the swing cancel. At $A=1$ Å the longest such wavelength is 1.64 Å. A constant force is invisible as well. The condition $F=0$ at large distance excludes these solutions and makes (10) unique, but it does not damp them once an error has created them.

In the discrete problem a force $F_j=y^j$ is invisible when

$$w(y)=\sum_{m=0}^{M-1}w_my^m=0 .$$

A zero with $|y|<1$ would be disastrous, since its mode would grow exponentially as the solution moves inward. To locate the zeros for $M\ge3$, use the strict concavity of the semicircle: $\delta_m=w_{m-1}-w_m>0$ for $1\le m\le M-1$. Its symmetry gives $w_{M-1}=-w_0$ and $\delta_{M-m}=\delta_m$. Therefore

$$P(y)=(1-y)w(y)=w_0(1+y^M)-\sum_{m=1}^{M-1}\delta_my^m,\qquad\sum_{m=1}^{M-1}\delta_m=2w_0 .$$

On the unit circle, $y=e^{i\varphi}$, the following quantity is real:

$$e^{-iM\varphi/2}P=2w_0\cos\frac{M\varphi}{2}-\sum_{m=1}^{M-1}\delta_m\cos\left[\left(m-\frac M2\right)\varphi\right].$$

At $\varphi=2\pi n/M$ with $n=1,\dots,M-1$, the first term is $2w_0(-1)^n$. The sum is smaller in magnitude than $2w_0$, because its cosines cannot all equal $+1$ or all equal $-1$. The sign therefore alternates over $M-1$ points, which places $M-2$ zeros between them. In addition $P(1)=0$ and $P'(1)=-w(1)=0$, a double zero. That accounts for all $M$ zeros of $P$. Removing the factor $1-y$ leaves $M-1$ distinct zeros of $w$, all with $|y|=1$.

The modes therefore neither grow exponentially nor decay. Write $1/w(y)=\sum_nr_ny^n$. An error $\epsilon_{i+n}$ in $\Omega_{i+n}$ changes $F_i$ by $\pi kA\,r_n\epsilon_{i+n}$. Partial fractions give $r_n=\sum_jc_jy_j^{-n}$, and for independent noise of standard deviation $\epsilon$ over $N$ points,

$$\mathrm{var}\,F=(\pi kA\epsilon)^2\sum_{n=0}^{N-1}r_n^2,\qquad
\sum_{n=0}^{N-1}r_n^2=N\sum_j|c_j|^2+\text{bounded terms}.\tag{12}$$

The cross terms are bounded because they are geometric sums over distinct points of the unit circle. The variance thus grows linearly with scan length at large $N$. Doubling the scan from 20 to 40 Å at $A=1$ Å multiplies it by 1.91; the bounded terms account for the difference from 2.

Refinement has a price too. The first response is $r_0=1/w_0\approx\sqrt{A/(2h)}$, so it grows as $h^{-1/2}$ at fixed noise per point. The complete noise shows the same scaling numerically: halving $h$ from 0.02 Å raises it by a factor of 1.41. A smaller step reduces the bias (11) but amplifies the noise.

## Choosing between the two inversions

The table uses $h=0.02$ Å, a 40 Å scan starting at 2.3 Å, and independent noise of 0.1 Hz per point. "Bias" is the largest absolute error between 2.3 and 6.3 Å without noise. "Noise" is the standard deviation of the force at the inner end of the scan. Both are in eV/Å; SJ denotes Sader-Jarvis. The SJ bias is that of (7) evaluated on continuous exact data, so it contains no step error. The SJ noise is that of (7) with the data points joined by straight lines. Both biases refer to data generated from the first-order formula (2). At this stiffness the neglected terms can be as large as the matrix bias. Inverting the exact anharmonic shifts, with $d$ the true turning point, changes the matrix force by up to 0.027, 0.014 and 0.003 eV/Å for the three amplitudes. Labelling those data by $z_c-A$, which ignores the static deflection, makes the largest matrix error 0.024, 0.033 and 0.020 eV/Å.

| $A$ (Å) | SJ bias | Matrix bias | SJ noise | Matrix noise |
|---|---|---|---|---|
| 0.25 | 0.059 | 0.018 | 0.001 | 0.007 |
| 1 | 0.040 | 0.013 | 0.008 | 0.026 |
| 4 | 0.029 | 0.013 | 0.062 | 0.113 |

For this force the matrix has the smaller bias, and with the 40 Å scan Sader-Jarvis has the smaller noise. At $A=4$ Å the matrix noise is then 15% of the 0.75 eV/Å force minimum. The noise ranking depends on scan length, since by (12) the matrix noise grows with it while the SJ noise hardly changes. An 8 Å scan at $A=4$ Å keeps the matrix bias at 0.013 eV/Å and lowers the matrix noise to 0.053 eV/Å, below the SJ value of 0.062 eV/Å. The table does not select a best amplitude, because it holds the frequency noise fixed, whereas a real detector's noise depends on amplitude and bandwidth.

The Morse force favours Sader-Jarvis because its exponentials do not oscillate. Now add a ripple of amplitude 0.1 eV/Å at 2.5 Å, with decay rate 0.25 Å$^{-1}$ and the blind wavelength for $A=1$ Å. The decay makes $\lambda$ complex and leaves a small response, $|T|=0.079$. By (5) the amplitude of its frequency signal at 2.5 Å is

$$f_0\frac{0.1\,|T|}{kA}=30000\times\frac{0.1\times0.079}{100}\approx2.4\ \text{Hz},$$

small beside the Morse shift of $-54$ Hz at the force minimum, but above the assumed noise.

The true $1/T$ has a pole at the undamped blind wavelength, while the right side of (6) stays finite there. Sader-Jarvis therefore suppresses the ripple: $|R|=0.37$. Its largest ripple error is 0.064 eV/Å, compared with 0.0015 eV/Å for the matrix on noiseless data. With the assumed noise, the matrix force has a standard deviation of 0.026 eV/Å at the inner end, a quarter of the ripple amplitude. The matrix removes the interpolation bias, but not the weakness of the signal.

A recovered force can be checked by inserting it in (2) and comparing the result with the data. For Sader-Jarvis, each component then leaves a residual $(R-1)$ times its original frequency signal, which exposes the missing ripple where it exceeds both the noise and the residual of the other components. Here the ripple residual reaches 1.6 Hz and the Morse residual 2.1 Hz; beyond 3 Å they are 1.3 and 0.3 Hz. This check cannot reveal a blind component, for which the signal itself vanishes. Measuring at a second amplitude can, provided that $qA$ is not again at a zero of $J_1$. The numerical check below covers the forward integral, both inversions and their noise.

## Numbers as computed

```
Morse depth 1.0 eV, kappa 1.5 1/A, equilibrium 2.5 A
stiffness 100 eV/A^2 = 1602 N/m, f0 30000 Hz
step 0.02 A, scan 2.3 to 42.3 A, noise 0.1 Hz per point
force minimum at 2.9621 A: -0.7500 eV/A = -1.202 nN
A=1 A, d at force minimum: integral -54.282 Hz, exact motion -54.334 Hz
deviation ratio for k 1000 and 10000 eV/A^2: 100.06
largest Sader-Jarvis factor error -4.59 % at x = 0.349
errors: largest absolute error for z from 2.3 to 6.3 A
A = 0.25 A: shift at force minimum -65.163 Hz
  factors R(kappa A) 0.9543, R(2 kappa A) 0.9734; force zero moved 0.0132 A
  force at minimum: Sader-Jarvis -0.7014, matrix -0.7556 eV/A
  largest error: Sader-Jarvis 0.0589, matrix 0.0180 eV/A
  force noise at 2.3 A: Sader-Jarvis 0.0011, matrix 0.0066 eV/A
A = 1.0 A: shift at force minimum -54.282 Hz
  factors R(kappa A) 1.0092, R(2 kappa A) 1.0142; force zero moved 0.0033 A
  force at minimum: Sader-Jarvis -0.7532, matrix -0.7497 eV/A
  largest error: Sader-Jarvis 0.0402, matrix 0.0131 eV/A
  force noise at 2.3 A: Sader-Jarvis 0.0078, matrix 0.0264 eV/A
A = 4.0 A: shift at force minimum -10.836 Hz
  factors R(kappa A) 0.9998, R(2 kappa A) 0.9945; force zero moved -0.0035 A
  force at minimum: Sader-Jarvis -0.7538, matrix -0.7492 eV/A
  largest error: Sader-Jarvis 0.0293, matrix 0.0130 eV/A
  force noise at 2.3 A: Sader-Jarvis 0.0621, matrix 0.1125 eV/A
A = 1 A, matrix error at h = 0.04, 0.02, 0.01 A: 0.03497, 0.01314, 0.00482 eV/A
observed order in h: 1.449
largest distance of matrix zeros from unit circle: 4.7e-15
noise variance ratio, 40 A to 20 A scan: matrix 1.909, Sader-Jarvis 1.003
matrix noise ratio on halving h: 1.413
Monte Carlo noise, 400 scans: Sader-Jarvis 0.0076, matrix 0.0260 eV/A
blind wavelength at A = 1 A: 1.6398 A
ripple: amplitude 0.1 eV/A at 2.5 A, decay rate 0.25 1/A
ripple response |T| 0.0791, Sader-Jarvis factor |R| 0.3655
largest ripple error without noise: Sader-Jarvis 0.0635, matrix 0.0015 eV/A
```
